# Landau order needed for monoclinic and triclinic ferroelectric phases

## The decision and the statement

Anyone who fits a Landau polynomial to computed energies, or sets one up for a phase-field run, must decide where to truncate it. If the polarization of the phase to be described lies in a mirror plane but on no symmetry axis, a sixth-order polynomial fails for every choice of coefficients. The eighth order can succeed. If the polarization lies in no mirror plane at all, even the tenth order fails, and the twelfth is needed.

Let $F(\mathbf P)$ be the free energy density of a uniform polarization in a crystal whose parent phase has the full cubic point group, at zero field and zero stress. Fluctuations and gradients are left out. Strain has been eliminated: minimizing $\tfrac12C\eta^2-g\eta P^2$ over a strain $\eta$ gives $-g^2P^4/(2C)$, so linear elasticity with this coupling only changes quartic coefficients. A phase is an isolated global minimum of $F$, up to cubic symmetry. Write $x,y,z$ for the squares $P_x^2,P_y^2,P_z^2$. The candidates, named by their squares up to permutation, are

- T $(0,0,1)$, O $(0,\tfrac12,\tfrac12)$ and R $(\tfrac13,\tfrac13,\tfrac13)$, times $P^2$: tetragonal, orthorhombic, rhombohedral;
- the monoclinic types M$_A$ $(u,u,v)$ with $v>u>0$, M$_B$ $(u,u,v)$ with $u>v>0$, and M$_C$ $(x,y,0)$ with $x\neq y$, both nonzero;
- triclinic: $x,y,z$ distinct and nonzero.

The claim is that isolated monoclinic minima first become possible at order eight, and triclinic ones at order twelve. "Possible" means that suitable coefficients exist.

## The invariants

Reversing one component of $\mathbf P$ is a cubic operation, so $F$ is even in each component and is a polynomial in $x,y,z$. Permutations make it symmetric. Every symmetric polynomial can be built from

$$e_1=x+y+z,\qquad e_2=xy+yz+zx,\qquad e_3=xyz .$$

Indeed, if its leading monomial is $x^ay^bz^c$ with $a\ge b\ge c$, subtracting a multiple of $e_1^{a-b}e_2^{b-c}e_3^{c}$ removes it and leaves only lower monomials; repetition ends after finitely many steps.

The $e_i$ have orders 2, 4 and 6 in $\mathbf P$. Through order six the terms are $e_1,e_1^2,e_2,e_1^3,e_1e_2,e_3$. Order eight adds $e_1^4,e_1^2e_2,e_2^2,e_1e_3$. Order ten adds $e_1^5,e_1^3e_2,e_1e_2^2,e_1^2e_3,e_2e_3$. Thus $e_2^2$ first appears at order eight and $e_3^2$ at order twelve. The whole result rests on these two facts.

The $e_i$ also serve as coordinates. Subtracting the first column from the others,

$$\det\frac{\partial(e_1,e_2,e_3)}{\partial(x,y,z)}=
\begin{vmatrix}1&1&1\\y+z&z+x&x+y\\yz&zx&xy\end{vmatrix}
=\begin{vmatrix}x-y&x-z\\z(x-y)&y(x-z)\end{vmatrix}
=(x-y)(x-z)(y-z).$$

Since $dx=2P_x\,dP_x$, the determinant with respect to $\mathbf P$ has the further factor $8P_xP_yP_z$. It is nonzero precisely at triclinic points. There $e_1,e_2,e_3$ can be varied independently.

## First derivation: comparing energies over all directions

A global minimum at $e_1=s>0$ is also a minimum on the sphere $e_1=s$. Scale $s$ to 1. Each direction, up to symmetry, is then a point $(e_2,e_3)$ of a plane region.

**The region.** At fixed $e_2$, the largest and smallest $e_3$ cannot occur at a triclinic point, where $e_3$ could still be moved both ways. They lie where two squares coincide or one vanishes. For squares $(u,u,v)$ with $v=1-2u$ and $w=v-u=1-3u$,

$$e_2=u^2+2uv=2u-3u^2,\qquad e_3=u^2v=u^2-2u^3,$$
$$\frac{de_2}{du}=2w,\qquad \frac{de_3}{du}=2uw,\qquad \frac{de_3}{de_2}=u,\qquad \frac{d^2e_3}{de_2^2}=\frac1{2w}.$$

The M$_A$ side, $0<u<\tfrac13$, runs from T at $(0,0)$ to R at $(\tfrac13,\tfrac1{27})$. The M$_B$ side, $\tfrac13<u<\tfrac12$, runs from R to O at $(\tfrac14,0)$. The M$_C$ side is the segment $e_3=0$ from T to O. Going left from R, the M$_B$ side falls faster, because its slope $u$ is larger. So M$_A$ is the top of the region, and M$_B$ and M$_C$ form the bottom.

**Order six.** At fixed $e_1$,

$$F=\text{const}+B e_2+D e_3 ,$$

a linear function on the region. The top side is convex ($w>0$) and lies below the chord TR; the M$_B$ side is concave ($w<0$) and lies above the chord OR. The region therefore sits inside the triangle TOR, and M$_A$ and M$_B$ points are strictly inside that triangle. At such a point $F$ is an average of the three corner values with positive weights. It exceeds the lowest corner value unless all three are equal, which means $B=D=0$ and a completely isotropic sphere. An M$_C$ point lies on the straight edge TO and can tie for the minimum only if T and O are equal; then the whole edge is degenerate. No monoclinic minimum is isolated.

**Order eight, M$_A$ and M$_B$.** The new term $E e_2^2$ bends the level lines, which can now touch a curved side between its corners. To show that this happens, choose a target $u=a$, put $w=1-3a$ and $q=2a-3a^2$, and take

$$F=K(e_1-1)^2+E(e_2-qe_1^2)^2+De_1(x-ae_1)(y-ae_1)(z-ae_1),\qquad K,E>0 .$$

The last two terms are homogeneous of order eight, so they equal $e_1^4G$, where $G$ is their value for the same direction at $e_1=1$. If $G\ge0$ with equality only at the target, then $F\geq0$ vanishes only there and at $e_1=1$, and the target is the global minimum.

The product contains $e_3$ with coefficient one, so at fixed $e_2$ the lowest $G$ is on the top side for $D<0$ and on the bottom for $D>0$. On the curved sides $e_2-q=2(u-a)-3(u^2-a^2)=(u-a)(2-3u-3a)$, and the product is $(u-a)^2(1-2u-a)$. Hence

$$G=(u-a)^2\left[E M^2+D N\right],\qquad M=2-3u-3a,\quad N=1-2u-a .$$

The ratio that competes with $E$ obeys

$$\frac{d}{du}\frac{N}{M^2}=\frac{-2M+6N}{M^3}=\frac{2-6u}{M^3}.$$

For M$_A$ take $D<0$, $a<\tfrac13$ and $0\le u\le\tfrac13$. Then $M,N>0$ and the ratio grows up to $u=\tfrac13$, where $N=w/3$ and $M=w$. For M$_B$ take $D>0$, $a>\tfrac13$ and $\tfrac13\le u\le\tfrac12$. Then $M,N<0$, and $|N|/M^2$ is largest at $u=\tfrac13$ again. Both cases give

$$E>\frac{|D|}{3|w|}\qquad\text{(target is the global minimum)}.\tag{1}$$

The last competitor is R. For M$_B$ the edge $e_3=0$ remains: there $G=E(e_2-q)^2+D(a^2-a^3-ae_2)$ decreases with $e_2$ for $e_2\le\tfrac14<q$, so it is nowhere below its value at O, which is the point $u=\tfrac12$ already covered.

**Order eight, M$_C$.** With $D,E,K>0$ and $0<q<\tfrac14$,

$$F=K(e_1-1)^2+E(e_2-qe_1^2)^2+De_1e_3$$

is a sum of nonnegative terms. They vanish together only if $e_1=1$, $e_3=0$ and $e_2=q$: one square is zero, and the other two have sum 1 and product $q$. That is an M$_C$ point.

**Orders ten and twelve.** Through order ten $F$ is linear in $e_3$ at fixed $e_1,e_2$. Starting from a triclinic point, either one direction along this line lowers $F$, or $F$ is constant all the way to a symmetry plane. A triclinic minimum is never isolated. At order twelve

$$F=K(e_1-1)^2+E(e_2-q)^2+H(e_3-r)^2,\qquad K,E,H>0,$$

vanishes only where $x,y,z$ are the roots of $t^3-t^2+qt-r=0$. If these are distinct and positive, the global minimum is triclinic.

## Second derivation: curvature at a stationary point

Now compare no distant energies. Let $F_i=\partial F/\partial e_i$ and $F_{ij}$ be the second derivatives, and ask whether a stationary point can be a local minimum. For each nonzero component, stationarity reads, for instance,

$$F_1+(y+z)F_2+yzF_3=0 .$$

**Triclinic points.** The three equations have the nonzero determinant found above, so $F_1=F_2=F_3=0$. Choose a displacement that changes $e_3$ but not $e_1$ or $e_2$. To second order $\delta F=\tfrac12F_{33}(\delta e_3)^2$. A positive curvature needs $F_{33}>0$, hence an $e_3^2$ term, hence order twelve. Without it $F$ is linear along this path with zero slope, so it is constant and the point is not isolated.

**M$_C$ points.** The two equations $F_1+yF_2=0$ and $F_1+xF_2=0$ with $x\ne y$ give $F_2=F_1=0$. A small $P_z=\varepsilon$ changes $e_3$ by $xy\varepsilon^2$, so $\delta F=xyF_3\varepsilon^2$ and the curvature is $2xyF_3$. For rotation within the plane at $e_1=1$, put $P_x=\cos\varphi$, $P_y=\sin\varphi$. Then $(de_2/d\varphi)^2=4xy(x-y)^2$, and the curvature is $4xy(x-y)^2F_{22}$. At order six $F_{22}=0$, and $F$ is constant along the whole circle. At order eight $F_{22}=2E$, and both curvatures can be positive.

**M$_A$ and M$_B$ points.** At $(u,u,v)$ the $x$ and $z$ equations are

$$F_1+(u+v)F_2+uvF_3=0,\qquad F_1+2uF_2+u^2F_3=0 .$$

Their difference is $w(F_2+uF_3)=0$, so $F_2=-uF_3$ and then $F_1=u^2F_3$. First leave the mirror plane by $\delta\mathbf P=(\varepsilon,-\varepsilon,0)$. Since $P_xP_y=u-\varepsilon^2$, one has $\delta(xy)=-2u\varepsilon^2$ to this order, and $\delta(x+y)=2\varepsilon^2$. Therefore $\delta e_1=2\varepsilon^2$, $\delta e_2=2w\varepsilon^2$, $\delta e_3=-2uv\varepsilon^2$, and

$$\delta F=\varepsilon^2F_3\,(2u^2-2uw-2uv)=-4uwF_3\,\varepsilon^2 .$$

The squared displacement is $2\varepsilon^2$, so $\delta F=\tfrac12\lambda_\perp\,2\varepsilon^2$ and

$$\lambda_\perp=-4uwF_3 .\tag{2}$$

Next rotate within the mirror plane at fixed $e_1$, scaled to 1. The derivatives of $e_2$ and $e_3$ found earlier give $dF/du=2w(F_2+uF_3)$. At the stationary point, through order eight, where $F_{23}=F_{33}=0$ and $F_{22}=2E$,

$$\frac{d^2F}{du^2}=2w\,(F_3+2wF_{22})=2w\,(F_3+4Ew).$$

With $\theta$ the angle of $\mathbf P$ from [001], $u=\tfrac12\sin^2\theta$ and $v=\cos^2\theta$, so $(du/d\theta)^2=\sin^2\theta\cos^2\theta=2uv$. The curvature is

$$\lambda_\parallel=4uvw\,(F_3+4Ew).\tag{3}$$

At order six $E=0$, and $\lambda_\perp\lambda_\parallel=-16u^2vw^2F_3^2$. The point is a saddle unless $F_3=0$. In that case $F_2=0$ as well, and both coefficients of the linear function on the sphere vanish: $F$ is constant there. So sixth order excludes metastable monoclinic states too.

At order eight both curvatures are positive if

$$wF_3<0,\qquad E>\frac{|F_3|}{4|w|}.\tag{4}$$

For the explicit M$_A$ and M$_B$ potentials above, $F_3=D$ at $e_1=1$. Since $G$ and its slope vanish at the target, length and direction do not mix, and the radial curvature is that of $K(P^2-1)^2$ at $P=1$, namely $8K$. Condition (4) then guarantees a local minimum. For general coefficients length and direction do mix, which can only lower the softest curvature; (4) is then necessary for a positive definite Hessian but not sufficient.

## What each derivation assumes

The first derivation needs an $F$ that is bounded below and knowledge of the whole region of directions. In return it decides which phase is stable. Its sixth-order part, as given, says nothing about metastable states. The second needs the first and second derivatives at one point, the form of the polynomial where a curvature vanishes, and no boundedness. It excludes metastable states, but at order eight it establishes a local minimum only for the explicit potentials, and not yet a phase.

The difference shows in the factors 3 and 4 of (1) and (4). For $|D|/(4|w|)<E<|D|/(3|w|)$ the target is a local minimum, yet $G$ is negative at R. The explicit potential is then not even bounded below, because $e_1^4G$ falls without limit along that direction.

Both derivations assume cubic symmetry, a single polar order parameter and a polynomial. Substrate strain, uniaxial stress or a field adds terms that are not cubic invariants, and the statement no longer applies. Eliminating another order parameter, or strain with nonlinear couplings, can generate higher powers of $\mathbf P$. If the result is a polynomial, its order is the one that counts. If it is not, as when a strain also couples through $\eta^2P^2$, the statement does not cover it. A temperature dependence of the coefficients changes nothing, since the exclusions hold for all coefficients.

## Numbers for explicit potentials

Units are reduced: $e_1=1$ at the minimum, and energies are in a unit $f_0$. The parameters are round model values. Take $K=1$, $E=2$.

For M$_A$ with $D=-1$ and $u=0.2$, one has $v=0.6$, $w=0.4$. Equations (2) and (3) give

$$\lambda_\perp=4(0.2)(0.4)=0.32,\qquad \lambda_\parallel=4(0.2)(0.6)(0.4)(3.2-1)=0.4224,$$

beside the radial value 8. The least $E$ is $1/1.6=0.625$ for a local and $1/1.2=0.833$ for a global minimum, so $E=2$ is ample. For M$_B$ with $D=+1$, $u=0.45$, $w=-0.35$, the soft curvatures are 0.1134 and 0.63. For M$_C$ with $D=+1$ and squares 0.7 and 0.3 they are 0.42 and 0.5376. Numerical minimization from random starts found the designed squares in all three cases, with 24 equivalent directions each.

The twelfth-order potential with $K=1$, $E=9$, $H=729$, $q=0.27$, $r=0.018$ has its minimum at squares 0.1, 0.3 and 0.6, with 48 equivalent directions and three positive curvatures.

A wider test drew 40,000 random potentials for each order and symmetry type, constrained only to be stationary at chosen points, and examined the full Hessian. Minima of all three monoclinic types were absent at orders four and six and present from eight on. Triclinic minima were absent through order ten and made up 5.3% of the draws at order twelve. The nonzero shares depend on how the coefficients were drawn and are not probabilities for real crystals.

## How the polarization rotates

Hold $e_1=1$ and let $G=Be_2+De_3+Ee_2^2$ with $E=1$, $D=-1$, while $B$ is varied. Since $D<0$, the minimum lies on the top side, from T through M$_A$ to R, where

$$\frac{dG}{du}=2w\,(B+2e_2-u)=2w\,(B+3u-6u^2).$$

For $B\ge0$ this is nonnegative on $0\le u\le\tfrac13$, and T is stable. For $-\tfrac38<B<0$ a local minimum lies where the bracket vanishes, at

$$u=\frac{3-\sqrt{9+24B}}{12},$$

with the minus sign because (4) requires $w>\tfrac14$, that is $u<\tfrac14$. Near $B=0$ this is $u\approx-B/3$, so the polarization leaves [001] continuously. At $B=-0.20$, $u=0.0792$, and $\cos\theta=\sqrt{1-2u}$ gives $\theta=23.5^\circ$.

The change to R is different. Up to a constant, $G$ is the earlier designed function with $a$ equal to the equilibrium $u$ and $B=-2Eq-Da$. By (1), M$_A$ and R have equal energy at $w=|D|/(3E)=\tfrac13$, so $u=\tfrac29$, $q=\tfrac8{27}$ and

$$B=-\tfrac{16}{27}+\tfrac{6}{27}=-\tfrac{10}{27}\approx-0.3704 .$$

The angle jumps there from $41.8^\circ$ to $54.7^\circ$. As $B$ falls further, M$_A$ survives as a metastable state until $u$ has risen to $\tfrac14$, at $B=-0.375$. At R the factor $w$ changes sign, so R is a local minimum when $B+\tfrac13<0$; threefold symmetry makes the curvature equal in all tangential directions. The two states coexist for $-0.375<B<-0.333$.

The jump is not special to these values. In this fixed-length model with $D\neq0$, condition (4) keeps $|w|$ of an M$_A$ or M$_B$ minimum above $|D|/(4E)$, whereas R has $w=0$. The model can therefore rotate the polarization smoothly away from the tetragonal axis, but as long as $|D|/E$ stays away from zero, any passage from a monoclinic phase to the rhombohedral axis is a first-order step. For $D<0$ a stable M$_A$ phase also requires $E>|D|/3$, by (1) with $w<1$; for smaller $E$ the polarization jumps directly from T to R. The numerical output below lists the values used here.

## Calculated quantities

```
independent invariants at orders 2,4,...,12: [1, 2, 3, 4, 5, 7]
random potentials per entry: 40000
share (%) in which the stationary point is a minimum, orders 4,6,8,10,12:
  T          24.880   24.980   24.867   25.468   25.288
  R          19.575   20.247   23.480   23.527   22.788
  O           0.000    9.830    9.585   10.205    9.752
  M_A         0.000    0.000    2.453    3.248    4.090
  M_B         0.000    0.000    1.120    3.320    7.220
  M_C         0.000    0.000    9.572    8.998    9.385
  triclinic   0.000    0.000    0.000    0.000    5.260
explicit potentials: K = 1, E = 2, D = -1 (M_A), +1 (M_B, M_C)
design: u(M_A) = 0.2, u(M_B) = 0.45, q(M_C) = 0.21
triclinic: K = 1, E = 9, H = 729, q = 0.27, r = 0.018
  M_A: order 8, squares found 0.2000 0.2000 0.6000 , 24 variants
     Hessian eigenvalues (f0): 0.3200 0.4224 8.0000
  M_B: order 8, squares found 0.1000 0.4500 0.4500 , 24 variants
     Hessian eigenvalues (f0): 0.1134 0.6300 8.0000
  M_C: order 8, squares found 0.0000 0.3000 0.7000 , 24 variants
     Hessian eigenvalues (f0): 0.4200 0.5376 8.0000
  triclinic: order 12, squares found 0.1000 0.3000 0.6000 , 48 variants
     Hessian eigenvalues (f0): 0.2579 3.7944 55.6192
variants of T, O, R: 6 12 8
M_A coefficients (f0): e1^4 0.1248, e1^2 e2 -0.9200, e2^2 2.0000, e1 e3 -1.0000
M_A: w = 0.400, least E for local minimum 0.6250, for global minimum 0.8333 (f0)
M_B: w = -0.350, least E for local minimum 0.7143, for global minimum 0.9524 (f0)
rotation model: E = 1.0, D = -1.0 (f0), e1 = 1
  B =  0.10 f0: T   u = 0.0000, angle from [001] = 0.00 deg
  B = -0.05 f0: M_A u = 0.0173, angle from [001] = 10.71 deg
  B = -0.20 f0: M_A u = 0.0792, angle from [001] = 23.46 deg
  B = -0.36 f0: M_A u = 0.2000, angle from [001] = 39.23 deg
  B = -0.40 f0: R   u = 0.3333, angle from [001] = 54.74 deg
M_A-R transition: B = -0.37037 f0 (grid search -0.37037 f0)
  at the transition u = 0.2222, w = 0.3333
  angle jumps from 41.81 to 54.74 deg, by 12.93 deg
M_A metastable down to B = -0.3750 f0, R metastable up to B = -0.3333 f0
```
